# The spacing of (100) atomic layers in an fcc crystal

**Q:** I am building a seven-layer slab with a (100) surface from an fcc metal of cube edge $a=3.6$ Å. The plane-spacing formula $a/\sqrt{h^2+k^2+l^2}$ gives $a$ for (100), so six gaps should make the slab 21.6 Å thick. My structure builder returns 10.8 Å. Has it lost half of the crystal?

**A:** Before using any formula, list the atoms. Put the $x$ axis along the surface normal [100]. With one atom per lattice point, the conventional fcc cube has atoms at

$$(0,0,0),\quad a(0,\tfrac12,\tfrac12),\quad a(\tfrac12,0,\tfrac12),\quad a(\tfrac12,\tfrac12,0),$$

together with all copies shifted by whole cube edges. What are their heights $x$?

**Q:** The first two are at $x=0$. The other two are at $x=a/2$. The copies add whole multiples of $a$.

**A:** So the occupied heights are $0,\ a/2,\ a,\ 3a/2,\dots$, and neighbouring ones differ by

$$d=\frac a2 .$$

For your crystal this is 1.80 Å, or 0.180 nm. Between the centres of the outermost atoms, seven layers span six gaps: $6\times1.80=10.8$ Å. The builder is right. A slab 21.6 Å thick has twelve such gaps and therefore thirteen layers.

**Q:** But the atoms at $a/2$ are not above the atoms at zero. When I look for the next atom directly above a surface atom, I find it at distance $a$. Isn't that the next layer?

**A:** It is the next layer with the same sideways position. An atomic layer is the set of all atoms at one height, wherever they sit in the plane. Two different lengths are involved, and the surface cell shows both.

Within the layer $x=0$, the shortest lattice vectors are

$$\mathbf u=\frac a2(0,1,1),\qquad \mathbf v=\frac a2(0,1,-1).$$

Each has length $a/\sqrt2$, and their scalar product is zero, so they span a square. A vector leading to the next layer is

$$\mathbf w=\frac a2(1,1,0).$$

Its height is $a/2$. Its sideways part is $\frac a2(0,1,0)=\frac12(\mathbf u+\mathbf v)$, which is the centre of the square. Each atom of the second layer therefore sits above the middle of a square of first-layer atoms. A second step of the same kind makes the sideways shift $\mathbf u+\mathbf v$. That is a lattice vector of the layer, so the third layer lies directly above the first.

The layer spacing is thus $a/2$, while the repeat distance straight along the normal is $a$. The shortest cell with its third edge perpendicular to the surface has height $a$ and holds two layers. A cell with the slanted edge $\mathbf w$ has height $a/2$ and holds one.

**Q:** Then is $a/2$ the distance between touching atoms in adjacent layers?

**A:** No, because the bond is slanted. From an atom at the origin, the atoms of the next layer are at $\frac a2(1,p,q)$ with $p+q$ odd. The smallest possible $p^2+q^2$ is 1, so the shortest distance is

$$\frac a2\sqrt{1+1}=\frac{a}{\sqrt2},$$

or 2.546 Å here. Its component along the normal is the layer spacing of 1.80 Å.

**Q:** Then what is wrong with $a/\sqrt{h^2+k^2+l^2}$? I have seen it derived.

**A:** The derivation is sound, but look at which points it counts. Write $\mathbf h=(h,k,l)$ for indices referred to the cube axes, with no common factor. In a cubic crystal the plane normal is along $\mathbf h$, so the height of a point $\mathbf r$ is $\mathbf h\cdot\mathbf r/|\mathbf h|$. If the points are only the cube corners, $\mathbf r=a\mathbf n$ with integer components $\mathbf n$, and

$$\text{height}=\frac{a}{|\mathbf h|}\,\mathbf h\cdot\mathbf n .$$

The possible values of $\mathbf h\cdot\mathbf n$ are integers, and sums and differences of possible values are again possible values. They are therefore all the multiples of the smallest positive one, $g$. The choices $\mathbf n=(1,0,0)$, $(0,1,0)$ and $(0,0,1)$ show that $h$, $k$ and $l$ are among the values, so $g$ divides all three. They have no common factor, hence $g=1$ and every integer occurs. The spacing is $a/|\mathbf h|=a/\sqrt{h^2+k^2+l^2}$.

This is a result for the simple cubic lattice of corners. An fcc crystal has further atoms, and the formula has not been told about them.

**Q:** So for fcc I should halve the formula every time?

**A:** Put the further atoms in and see. A general fcc point is $\mathbf r=a(\mathbf n+\mathbf t)$, where $\mathbf t$ is zero or one of the three centring vectors. The height becomes

$$\frac{a}{|\mathbf h|}\left(\mathbf h\cdot\mathbf n+\mathbf h\cdot\mathbf t\right),\qquad
\mathbf h\cdot\mathbf t\in\left\{0,\ \frac{k+l}2,\ \frac{h+l}2,\ \frac{h+k}2\right\}.$$

What matters is whether any of these fractions is a half-integer.

If $h,k,l$ are all odd, each pair has an even sum, so every $\mathbf h\cdot\mathbf t$ is an integer. The centring atoms fall in planes that already contain corners, and the spacing stays $a/|\mathbf h|$.

If some indices are odd and some even, at least one pair has an odd sum. Its centring vector gives a half-integer. Since $\mathbf h\cdot\mathbf n$ runs through all integers, all the half-integers then occur, and there is a new plane midway between each pair of old ones. The spacing is $a/(2|\mathbf h|)$.

The remaining possibility, all three even, is excluded because the indices would share the factor 2. Thus

$$d_{hkl}=\begin{cases}\dfrac{a}{\sqrt{h^2+k^2+l^2}}, & h,k,l\ \text{all odd},\\[2ex] \dfrac{a}{2\sqrt{h^2+k^2+l^2}}, & \text{otherwise}.\end{cases}$$

For $a=3.6$ Å this gives 1.80 Å for (100), 1.27 Å for (110) and 2.08 Å for (111). Halving the (111) value would be as wrong as failing to halve the (100) value. Listing atomic heights directly for the 49 coprime triples with indices from 0 to 3 reproduced this rule in each case.

**Q:** How do I know that centring is responsible, and not something special about the direction [100]?

**A:** Keep the cube and change the centring. With corners alone, the (100) spacing is $a$. Add the body centre, $\mathbf t=(\frac12,\frac12,\frac12)$: then $\mathbf h\cdot\mathbf t=\frac12$ for (100), and the spacing is $a/2$.

A sharper case has centring on the (001) faces only, $\mathbf t=(\frac12,\frac12,0)$. For (100) we get $\mathbf h\cdot\mathbf t=\frac12$ and a spacing of $a/2$. For (001) we get $\mathbf h\cdot\mathbf t=0$ and a spacing of $a$. The same added atom makes a new layer in one direction and merely fills an existing layer in the other. A centring vector adds a layer when its height is not already that of a corner plane.

**Q:** Does every crystal with an fcc lattice then have (100) atomic layers $a/2$ apart?

**A:** Only if there is one atom per lattice point, or if the other atoms happen to fall at the same heights. Diamond has an fcc lattice with a second atom displaced by $a(\frac14,\frac14,\frac14)$ from each lattice point. The first set of atoms has heights $0,\frac a2,\dots$ and the second has $\frac a4,\frac{3a}4,\dots$. The atomic layers are $a/4$ apart, although the lattice planes are still $a/2$ apart.

**Q:** Is there a check that doesn't require me to picture the crystal?

**A:** Count atoms. Let $A$ be the area per atom in one layer and $V$ the volume per atom in the bulk. A block of base area $S$ with $N$ layers contains $NS/A$ atoms and has volume $NSd$. Dividing volume by number gives

$$V=\frac{NSd}{NS/A}=A\,d .$$

The cube of volume $a^3$ holds four atoms, so $V=a^3/4$. The square spanned by $\mathbf u$ and $\mathbf v$ has one atom and area $A=(a/\sqrt2)^2=a^2/2$. Hence

$$d=\frac VA=\frac{a^3/4}{a^2/2}=\frac a2 .$$

The check also shows what the mistake costs. The number of atoms per area in one layer is $1/A=2/a^2=2/(3.6\ \text{Å})^2=0.154$ Å$^{-2}$, or $1.54\times10^{15}$ cm$^{-2}$. If you instead multiply the bulk density $4/a^3$ by a supposed spacing $a$, you get $4/a^2=0.309$ Å$^{-2}$. That is the content of two layers. A coverage quoted in monolayers would be wrong by the same factor of two.

**Q:** X-ray diffraction measures plane spacings. Shouldn't a (100) reflection settle the matter in favour of $a$?

**A:** It would if it were there. For identical atoms, the amplitude of reflection $(h,k,l)$ is proportional to the sum of phase factors over the four atoms of the cube,

$$F_{hkl}=1+e^{i\pi(k+l)}+e^{i\pi(h+l)}+e^{i\pi(h+k)} .$$

For the reflections $(m,0,0)$ this is

$$F_{m00}=1+1+(-1)^m+(-1)^m=2\left[1+(-1)^m\right].$$

It vanishes for $m=1$ and equals 4 for $m=2$. The layer at $a/2$ scatters in antiphase with the layer at 0 in the (100) reflection, and the two contain equally many atoms. The first reflection along this direction is (200), and the simple formula applied to (200) gives $a/\sqrt4=a/2$.

**Q:** So should I call it a (200) surface?

**A:** The surface is named by its orientation, and (100) and (200) have the same normal, so the reduced indices (100) are used. For the spacing, take the first multiple of the indices whose reflection is allowed. When the indices are all odd, every exponent in $F_{hkl}$ is an even multiple of $i\pi$, so $F_{hkl}=4$ and no doubling is needed. When they are mixed, the three pair sums add up to $2(h+k+l)$, which is even, so the number of odd pair sums is even. It is not zero, so it is two, and $F_{hkl}=1+1-1-1=0$. Doubling the indices makes all the pair sums even and restores $F=4$. This is the same parity rule as before, seen through diffraction.

**Q:** My surface is studied with slow electrons. They penetrate only a few layers, and successive layers are shifted sideways. Could they see the repeat distance $a$ after all?

**A:** Take electrons at normal incidence that are reflected straight back, and let each electron scatter once. In atomic units, a wave number $k$ inside the crystal means a kinetic energy $E=k^2/2$. The momentum transfer is $2k$ along the normal and zero along the surface. An atom at depth $z$ thus contributes the phase $2kz$ whatever its sideways position. For this beam, in single scattering, the sideways shift drops out. It does not drop out for beams scattered to the side. With the in-plane momentum transfer $\frac{2\pi}{a}(0,1,1)$, the shift $\frac a2(0,1,0)$ adds a phase $\pi$ per layer, so those beams do record the two-layer repeat. For $a=3.6$ Å they propagate inside the crystal above 23.2 eV. What follows concerns the straight-back beam only.

Let the amplitude returned from depth $z$ be reduced by $e^{-z/\lambda}$, which covers the way in and the way out. Layers at $z=jd$ then give

$$\sum_{j=0}^{\infty}\left(r\,e^{2ikd}\right)^j=\frac1{1-r\,e^{2ikd}},\qquad r=e^{-d/\lambda}<1,$$

and the intensity, for equal scattering strength at all energies, is

$$I=\frac1{(1-re^{2ikd})(1-re^{-2ikd})}=\frac{1}{1+r^2-2r\cos 2kd}.$$

It is largest when $\cos2kd=1$, so that $k=n\pi/d$ and

$$E_n=\frac12\left(\frac{n\pi}{d}\right)^2 .$$

With $d=1.80$ Å, converted to bohr before use and with the energy converted from hartree to eV afterwards, the first four values are 11.6, 46.4, 104 and 186 eV.

**Q:** And with spacing $a$ I would expect more peaks?

**A:** Yes. Since $E\propto1/d^2$, doubling the spacing would put the first peak at $11.61/4=2.90$ eV. There $k=\pi/a=\pi/(2d)$, so $2kd=\pi$ and the cosine is $-1$. The actual layers give a minimum at that energy. Relative to a true peak its height is

$$\frac{I_{\min}}{I_{\max}}=\left(\frac{1-r}{1+r}\right)^2=\tanh^2\frac{d}{2\lambda},$$

where the last step multiplies numerator and denominator inside the bracket by $e^{d/2\lambda}$.

For a rough attenuation length $\lambda=5$ Å the ratio is 0.032. It isn't zero, because an upper layer is never fully cancelled by the weaker one beneath it. For $\lambda\gg d$ the ratio tends to zero, as in the X-ray case. For $\lambda\ll d$ it tends to one: only the top layer contributes, and the beam carries no information about any spacing.

**Q:** Would I find the peaks at those energies in the laboratory?

**A:** Not without corrections. The $E_n$ are kinetic energies inside the crystal, where the electron has gained the inner potential. With a rough value of 10 eV, the energies outside are 1.6, 36, 94 and 176 eV. The lowest is hardly a prediction, since a change of 2 eV in the inner potential could move it below zero, where no incident electron can reach it. The supposed peak at 2.90 eV is already out of reach. The next one midway in $k$ would be at $9\times2.90=26.1$ eV inside, or about 16 eV outside, and there too the model has a minimum. Multiple scattering and the energy dependence of scattering by one atom are left out. Both can alter a measured curve, so these energies are estimates from geometry. In particular, an electron can scatter into a side beam and back again. The straight-back beam then depends on the sideways shift after all, and extra maxima can appear between the $E_n$. The energy 26.1 eV lies above the 23.2 eV threshold of the side beams, so the minimum there belongs to the single-scattering model and need not appear in a measurement.

**Q:** And how far can I trust 1.80 Å itself for a real metal?

**A:** The cube edge of 3.6 Å is a rough value typical of copper, so 1.8 Å is a fair estimate of the spacing in its interior. The assumption that fails at a real surface is that the outermost atoms keep their bulk positions. If the first gap contracts by 2%, taken here as a rough size, it shrinks by 0.036 Å. In the reflection model, with $\lambda=5$ Å and all other gaps held fixed, this raises the first peak by about 0.04 eV and the fourth by about 0.7 eV. The size depends strongly on $\lambda$: the fourth peak moves by 1.5 eV for $\lambda=3$ Å and by 0.2 eV for $\lambda=10$ Å. An expansion of the second gap reduces the shift and can reverse its sign. Heating by 300 K, with a rough expansion coefficient of $1.7\times10^{-5}$ K$^{-1}$, widens the spacing by $1.80\times1.7\times10^{-5}\times300=0.009$ Å. Because this acts on every gap and $E_n\propto1/d^2$, it lowers each peak by about 1%, or 1.9 eV for the fourth. Both changes of length are small beside the 1.8 Å that separates $a/2$ from $a$.

**Q:** The atoms also vibrate. Does that blur the layers into each other?

**A:** With a rough root-mean-square displacement $\sigma=0.08$ Å along the normal, the layers remain well separated. The effect on the reflected beam is larger. For a Gaussian displacement $u$ and momentum transfer $q=2k$, the mean phase factor is $\langle e^{iqu}\rangle=e^{-q^2\sigma^2/2}$. If the atoms vibrate independently, the intensity of the coherent beam is multiplied by the square of this, $e^{-q^2\sigma^2}$. At the peaks $q=2\pi n/d$, and the factor is 0.92 for the first order and 0.29 for the fourth. High orders are weakened, but the mean layer positions are unchanged.

**Q:** Suppose I measure a step between two flat terraces. Which height should I expect?

**A:** For a step one layer high, $a/2$, or 1.8 Å here. If both terraces are wide and relax inwards by the same amount, that displacement cancels in the difference between them. A step of height $a$ is two layers high, and it joins terraces whose atoms have the same sideways registry. If the top layer rearranges into a different pattern, its own height has to be found separately, while the layers deep below it keep the bulk spacing.

**Q:** Then my slab stays at 10.8 Å. Are its two faces equivalent?

**A:** In the unrelaxed slab, yes. Layers one and seven are six gaps apart, an even number, so the top atoms lie directly above the bottom ones, and reflection in the fourth layer exchanges the two faces. With eight layers the faces would be shifted sideways by half a cube edge relative to each other. They would still be equivalent, because reflection in the plane midway between layers four and five, followed by that sideways shift, exchanges them. The numerical output lists the spacings and areas for several other faces, which you can use to check a slab of a different orientation.

## Computed results

```
Coprime index triples tested: 49
fcc spacings: plane, spacing/a, spacing (angstrom), area/atom (a^2)
  (1, 0, 0): 0.5000, 1.800, 0.5000
  (1, 1, 0): 0.3536, 1.273, 0.7071
  (1, 1, 1): 0.5774, 2.078, 0.4330
  (2, 1, 0): 0.2236, 0.805, 1.1180
  (3, 1, 1): 0.3015, 1.085, 0.8292
Control layer spacings, units of a:
  simple cubic (100): 1.00
  body-centred (100): 0.50
  (001)-face-centred only, (100): 0.50
  (001)-face-centred only, (001): 1.00
  diamond (100): 0.25
Cube edge a, rough input: 3.60 angstrom
fcc (100) layer spacing and step height: 1.80 angstrom
Same spacing: 0.180 nm
Shortest bond between adjacent layers: 2.546 angstrom
Slab layers: 7
Slab thickness between outer atom centres: 10.80 angstrom
Thickness with mistaken spacing a: 21.60 angstrom
Atoms per area in one layer: 0.1543 per angstrom^2
Same areal density: 1.543e+15 per cm^2
Areal density from mistaken spacing: 0.3086 per angstrom^2
Attenuation length, rough input: 5.0 angstrom
Inner potential, rough input: 10.0 eV
Reflection: order, inside energy (eV), vacuum energy (eV)
  1: 11.61, 1.61
  2: 46.42, 36.42
  3: 104.45, 94.45
  4: 185.69, 175.69
False first peak from spacing a, inside: 2.90 eV
Intensity there / true first peak: 0.0317
Outermost contraction, rough input: 2.0 percent
Outermost spacing decrease: 0.036 angstrom
Resulting peak shifts, orders 1 and 4: 0.04, 0.68 eV
Linear expansion, rough input: 1.7e-05 per K
Temperature rise: 300 K
Thermal increase of layer spacing: 0.0092 angstrom
Rms vibration, rough input: 0.08 angstrom
Vibration intensity factors, orders 1 and 4: 0.925, 0.287
```
